# Why thermal-grating data barely resolve fine structure in a mean-free-path spectrum, part 1

(Sections cited here and not found follow in the second part.)

## First half: the kernel and its Mellin transform

### A signal that nearly vanishes

Take a solid with bulk thermal conductivity 140 W/(m K), whose heat carriers have mean free paths spread broadly around 0.5 µm. Modulate the spectrum of mean free paths by a ripple of full depth, so that some paths carry twice their smooth share of the heat and others none. In the quasi-steady model derived below, a ripple that repeats each time the mean free path grows by a factor of 10 changes the conductivity seen by a thermal grating by up to 1.3 W/(m K). If it repeats at each factor of 2, the change is at most $2.6\times10^{-5}$ W/(m K), whatever the grating period and the phase of the ripple. Suppose that each reading has independent noise of 1 % of the bulk value, and that a 5 % risk of error is allowed. Then four readings at the best period suffice to tell the first ripple from its mirror image. In the same model the second needs about eight thousand million.

The ripple is as deep in both cases. What changed is its spacing on a logarithmic scale, by a factor of $\ln 10/\ln 2\approx3.3$. These notes derive the law behind the collapse of the signal.

### The experiment and the model

In a thermal-grating experiment the temperature is made to vary sinusoidally along $z$ with wavenumber $q$, so that the period is $2\pi/q$. The rate at which the pattern fades gives an apparent conductivity $k(q)$. For long periods this is the bulk value. For short periods, carriers with long mean free paths cross from hot to cold regions without scattering, and carry less heat than Fourier's law assigns to them.

The carriers are phonons, sorted into groups. A group has speed $c$, relaxation time $\tau$, mean free path $\Lambda=c\tau$ and heat capacity per volume $C$. Four assumptions are made: scattering is described by relaxation times, it sends phonons equally into all directions, the solid is isotropic, and the temperature pattern changes so slowly that each group is in a steady state with it. The last assumption is examined below and its cost is computed in the second half.

Let $T(z)$ be the departure of the temperature from its mean, and let $\mu$ be the cosine of the angle between the direction of flight and the $z$ axis. Let $g(z,\mu)$ be the excess energy of the group, normalized so that its energy density is $\frac12\int_{-1}^1 g\,d\mu$. In equilibrium $g=CT$. The steady Boltzmann equation is

$$c\mu\,\frac{\partial g}{\partial z}=-\frac{g-CT}{\tau},\qquad\text{or}\qquad g+\Lambda\mu\,\frac{\partial g}{\partial z}=CT .$$

### Solution along a ray

A phonon arriving at $z$ was last scattered at some earlier point of its ray. This suggests

$$g(z,\mu)=C\int_0^\infty e^{-p}\,T(z-\Lambda\mu p)\,dp ,$$

where $p$ is the distance flown in mean free paths. To verify it, note that $\Lambda\mu\,\partial_zT(z-\Lambda\mu p)=-\partial_pT(z-\Lambda\mu p)$. Integration by parts gives

$$\Lambda\mu\,\frac{\partial g}{\partial z}=-C\Big[e^{-p}T(z-\Lambda\mu p)\Big]_0^\infty-C\int_0^\infty e^{-p}T(z-\Lambda\mu p)\,dp=CT(z)-g ,$$

which is the Boltzmann equation.

Now insert $T=T_1\cos qz$ and define $x=q\Lambda$. We need $\int_0^\infty e^{-p}\cos(ap)\,dp=1/(1+a^2)$ and $\int_0^\infty e^{-p}\sin(ap)\,dp=a/(1+a^2)$, the real and imaginary parts of $1/(1-ia)$. With $a=x\mu$ and $\cos(qz-ap)=\cos qz\cos ap+\sin qz\sin ap$,

$$g=CT_1\,\frac{\cos qz+x\mu\sin qz}{1+x^2\mu^2}.$$

The heat flux is $J=\frac12\int_{-1}^1c\mu\,g\,d\mu$. The cosine term is odd in $\mu$ after multiplication by $\mu$ and drops out. The sine term is even, so

$$J=cC\,T_1\sin(qz)\;x\int_0^1\frac{\mu^2\,d\mu}{1+x^2\mu^2}.$$

Fourier's law for this group, with conductivity $\kappa=cC\Lambda/3$, would give $-\kappa\,\partial_zT=\kappa qT_1\sin qz=\frac13cC\,x\,T_1\sin qz$. The ratio of the two fluxes is the suppression kernel

$$S(x)=3\int_0^1\frac{\mu^2\,d\mu}{1+x^2\mu^2}.$$

Writing $\mu^2/(1+x^2\mu^2)=x^{-2}\,[1-1/(1+x^2\mu^2)]$ and integrating,

$$S(x)=\frac{3}{x^2}\left(1-\frac{\arctan x}{x}\right).$$

For small $x$, expanding the integrand gives $S\approx1-\frac35x^2$, so Fourier's law is recovered. For large $x$, $S\approx3/x^2$. The passage between these limits is gradual and takes more than a decade of $x$. This smoothness is at the root of what follows.

### The spectrum, and when the kernel applies

Choose a reference length $\ell$, here the median mean free path, and set $u=\ln(\Lambda/\ell)$. Let $f(u)\,du$ be the bulk conductivity carried by phonons between $u$ and $u+du$. It cannot be negative. Adding the groups,

$$k(q)=\int_{-\infty}^{\infty}f(u)\,S(q\ell e^u)\,du .$$

To connect $k(q)$ with a decay rate $\gamma$, use the energy balance. Collisions conserve energy, so the total energy density $E$ obeys $\partial_tE=-\partial_zJ=-k(q)\,q^2\,T$. The angular average of $g$ shows that a group contributes $CT\arctan(x)/x$ to $E$. If the groups with $x\gtrsim1$ hold little heat capacity, then $E\approx C_{\rm tot}T$ and $\gamma=k(q)\,q^2/C_{\rm tot}$. In addition, neglecting $\partial_tg$, which is of size $\gamma g$, against $g/\tau$ requires $\gamma\tau\ll1$ for the groups that matter. Long mean free paths can carry much heat while storing little, because $C=3\kappa/(c\Lambda)$ falls with $\Lambda$ at given $\kappa$. That is why a range of periods exists in which $k(q)$ is well below the bulk value although both conditions hold roughly.

### The Mellin transform

The kernel depends on the product $q\Lambda$. The transform suited to products is

$$M(s)=\int_0^\infty x^{s-1}S(x)\,dx .$$

Near $x=0$, where $S\to1$, convergence requires $\operatorname{Re}s>0$. At large $x$, where $S\sim3/x^2$, it requires $\operatorname{Re}s<2$. In this strip insert the angular integral for $S$ and do the $x$ integral first. The exchange is allowed because the integrand with $s$ replaced by its real part is positive and, as the result will show, has a finite double integral. With $r=x\mu$,

$$\int_0^\infty\frac{x^{s-1}dx}{1+x^2\mu^2}=\mu^{-s}I(s),\qquad I(s)=\int_0^\infty\frac{r^{s-1}dr}{1+r^2}=\int_{-\infty}^\infty\frac{e^{sy}\,dy}{1+e^{2y}},$$

the last form with $r=e^y$. To find $I(s)$, integrate around the rectangle whose long sides are the real axis and the line $\operatorname{Im}y=\pi$. On the upper side $e^{2y}$ is unchanged and $e^{sy}$ gains the factor $e^{i\pi s}$. That side is traversed backwards, and the short sides vanish as they move out, since the integrand decays at both ends. The enclosed pole is at $y=i\pi/2$, where the denominator has derivative $2e^{2y}=-2$. Therefore

$$(1-e^{i\pi s})\,I(s)=2\pi i\,\frac{e^{i\pi s/2}}{-2}=-\pi i\,e^{i\pi s/2}.$$

Dividing by $1-e^{i\pi s}=-2i\,e^{i\pi s/2}\sin(\pi s/2)$ gives $I(s)=\pi/[2\sin(\pi s/2)]$. The angular integral that remains is $\int_0^1\mu^{2-s}d\mu=1/(3-s)$. Hence

$$\boxed{M(s)=\frac{3\pi}{2(3-s)\sin(\pi s/2)},\qquad0<\operatorname{Re}s<2.}$$

### Decay along a vertical line

Put $s=\sigma+i\omega$. From $\sin(a+ib)=\sin a\cosh b+i\cos a\sinh b$ it follows that $|\sin(a+ib)|^2=\sin^2a+\sinh^2b$. Thus

$$|M(\sigma+i\omega)|=\frac{3\pi}{2\sqrt{(3-\sigma)^2+\omega^2}\,\sqrt{\sin^2(\pi\sigma/2)+\sinh^2(\pi\omega/2)}} .$$

For large $|\omega|$ the second root tends to $\frac12e^{\pi|\omega|/2}$ and the first to $|\omega|$, so

$$|M(\sigma+i\omega)|\to\frac{3\pi}{|\omega|}\,e^{-\pi|\omega|/2}.$$

As a test, $M$ was integrated numerically from its definition at $\sigma=1$ for $\omega=6$ and $\omega=9$. After removal of the factor $1/|3-s|$, the two values gave a decay rate of 1.570796, which is $\pi/2$ to the digits shown.

### The data as a logarithmic convolution

Let $v=-\ln(q\ell)$, so that $v$ grows with the grating period. Then $q\Lambda=e^{u-v}$ and

$$k(v)=\int f(u)\,S(e^{u-v})\,du .$$

The kernel tends to 1 as $u\to-\infty$ and has no ordinary Fourier transform. Its derivative has one. Define $H(y)=-\frac{d}{dy}S(e^y)$. Because $v$ enters with a minus sign,

$$\frac{dk}{dv}=\int f(u)\,H(u-v)\,du .$$

The angular integral shows that $S$ falls as $x$ grows, so $H$ is positive. Its area is $S(0)-S(\infty)=1$. The slope of the data is therefore the spectrum blurred by a bell-shaped curve of unit area.

For $0<\operatorname{Re}s<2$, integration by parts gives

$$\int H(y)e^{sy}dy=-\Big[S(e^y)e^{sy}\Big]_{-\infty}^{\infty}+s\int S(e^y)e^{sy}dy=sM(s),$$

where the boundary terms vanish within the strip. The function $H$ falls as $e^{-2|y|}$ on both sides, so the left side is analytic for $|\operatorname{Re}s|<2$. On the right, the factor $s$ cancels the pole of $M$ at $s=0$. The identity therefore extends to the imaginary axis. From now on $M(i\omega)$ denotes the boxed formula continued to that axis, with $\omega\ne0$.

With the convention $\hat h(\omega)=\int h(v)e^{i\omega v}dv$ and the substitution $v=u-y$,

$$\widehat{\frac{dk}{dv}}(\omega)=\hat f(\omega)\int H(y)e^{-i\omega y}dy=\hat f(\omega)\,\big[sM(s)\big]_{s=-i\omega}.$$

### Unique, but unstable

The factor $sM(s)$ has no zero on the imaginary axis, and it equals 1 at $s=0$. Complete and noiseless data therefore determine $\hat f$ at each frequency, and with it the spectrum. No information is lost in principle. The identity was tested on a spectrum with two Gaussian peaks, at $u=-1$ and $u=1.2$, with widths 0.6 and 0.5 and weights 0.6 and 0.4. Its transform at $\omega=1$ and $\omega=2$ was recovered from computed data to within 0.1 % of its modulus.

The difficulty is noise. Suppose the data contain an error $e(v)$ that vanishes at both ends. The transform of $de/dv$ is $-i\omega\hat e$, and division by $-i\omega M(-i\omega)$ produces an error in $\hat f$ of

$$\delta\hat f(\omega)=\frac{\hat e(\omega)}{M(-i\omega)},\qquad\frac{1}{|M(-i\omega)|}\to\frac{|\omega|}{3\pi}\,e^{\pi|\omega|/2}.$$

Direct inversion multiplies errors by an exponentially growing factor.

The same quantity is the gain for a ripple. A component $e^{i\omega u}$ of the spectrum gives the slope $\int e^{i\omega u}H(u-v)du=i\omega M(i\omega)\,e^{i\omega v}$. Integrating over $v$, the oscillating part of the conductivity is $M(i\omega)\,e^{i\omega v}$. Since $\sin(i\pi\omega/2)=i\sinh(\pi\omega/2)$,

$$|M(i\omega)|=\frac{3\pi}{2\sqrt{9+\omega^2}\,\sinh(\pi\omega/2)}\qquad(\omega>0).$$

A ripple that repeats when the mean free path grows by a factor $R$ has $\omega=2\pi/\ln R$. For $R=2$ this is 9.065. Then $\pi\omega/2=14.24$, the hyperbolic sine is $7.64\times10^5$, the root is 9.55, and

$$|M(i\omega)|=\frac{4.712}{9.55\times7.64\times10^5}=6.46\times10^{-7}.$$

For $R=10$, where $\omega=2.729$, the same formula gives $3.2\times10^{-2}$. This is the main part of the contrast between the two ripples at the opening.

## Second half: bounds, measurements and a silicon-like example

### What is carried over

The mean free path is $\Lambda=\ell e^u$, and the grating wavenumber is $q=e^{-v}/\ell$. The spectrum $f(u)\ge0$ and the kernel $S$ give the conductivity

$$k(v)=\int f(u)\,S(e^{u-v})\,du,\qquad S(x)=3\int_0^1\frac{\mu^2d\mu}{1+x^2\mu^2}=\frac{3}{x^2}\left(1-\frac{\arctan x}{x}\right).$$

An endless ripple $e^{i\omega u}$ in $f$ appears in $k$ as $M(i\omega)e^{i\omega v}$, and $|M(i\omega)|\to(3\pi/\omega)e^{-\pi\omega/2}$ for large positive $\omega$. A real spectrum has finite extent and cannot be negative. We now show that the exponential loss survives both facts.

### Two spectra that are hard to tell apart

Let the smooth spectrum be $f_0(u)=k_0G_w(u)$, where $k_0$ is the bulk conductivity and $G_w(u)=e^{-u^2/(2w^2)}/(w\sqrt{2\pi})$. Consider the pair

$$f_\pm(u)=f_0(u)\,[1\pm\cos(\omega u+\varphi)],\qquad\omega>0 .$$

Both are non-negative, so positivity cannot exclude either. Their conductivities lie at equal distances on either side of the smooth one:

$$k_\pm=k_{\rm smooth}\pm k_0\operatorname{Re}\big[e^{i\varphi}B(v)\big],\qquad B(v)=\int G_w(u)\,e^{i\omega u}S(e^{u-v})\,du .$$

For the most favourable phase the change is $k_0|B(v)|$. Let $a$ be its largest value over all $v$, that is, over all grating periods.

An endless ripple in the mean-free-path spectrum reaches the measured conductivity with a gain $|M(i\omega)|$ that falls exponentially with its logarithmic frequency $\omega$. It remains to bound the largest change $a$ for the non-negative spectra $f_\pm$, and to find how many noisy readings are needed to tell them apart.
